Charge-pumping current of a transistor with a known interface trap density

**Problem**

A transistor has a p-type body and a square gate, 10 µm by 10 µm. Its oxide interface holds N = 10¹⁰ active traps per cm². Source and drain are joined and grounded, and so is the body. A train of pulses at f = 1 MHz drives the gate, so that the surface fills alternately with electrons (inversion) and with holes (accumulation).

(a) Estimate the mean current in the body lead by scaling.
(b) Solve the trap kinetics over one cycle and find the numerical factor that scaling leaves open.
(c) State which traps N must count. Find the current if 10¹⁰ cm⁻² is instead the number of all traps in the band gap, spread evenly in energy.

Gate voltages are measured from flat band, trap energies E from midgap. The further data are round values:

- pulse levels −1 V and +2 V, rise and fall times 200 ns, plateaus 300 ns;
- threshold V_T = 1.074 V, where the electron density at the surface equals the body doping, 10¹⁷ cm⁻³;
- temperature 300 K, so kT = 0.02585 eV; gap 1.12 eV; intrinsic density n_i = 10¹⁰ cm⁻³;
- capture coefficient c = 10⁻⁸ cm³/s, taken equal for electrons and holes;
- surface densities on the plateaus: 5.2 × 10¹⁹ cm⁻³ electrons at +2 V, 4.0 × 10¹⁹ cm⁻³ holes at −1 V.

**First estimate by scaling**

In inversion a trap can take an electron, which source and drain supply. In accumulation it can take a hole, which the body supplies. The two recombine, and charge has passed between the body lead and the joined source and drain. The current that charges the gate capacitance averages to zero over a period, so it does not enter the mean.

The mean current should grow in proportion to the elementary charge q, to the number of cycles per second and to the number of traps under the gate, NA:

I = C q f A N

Here C is a pure number. Scaling cannot supply it, but a trap that holds at most one electron suggests C ≈ 1.

The area must be in the same length unit as N. Since 10 µm = 10⁻³ cm,

A = (10⁻³ cm)² = 10⁻⁶ cm²

NA = 10¹⁰ cm⁻² × 10⁻⁶ cm² = 10⁴ traps

One trap passing one charge per cycle carries

q f = 1.602 × 10⁻¹⁹ C × 10⁶ s⁻¹ = 1.602 × 10⁻¹³ A

and 10⁴ of them carry

I ≈ 10⁴ × 1.602 × 10⁻¹³ A = 1.6 × 10⁻⁹ A = 1.6 nA

**Solution of the trap cycle**

Let u be the probability that a trap holds an electron, and n and p the electron and hole densities at the surface. Four processes change u: electron capture, electron emission, hole capture and hole emission. In that order,

du/dt = c n (1 − u) − e_n u − c p u + e_p (1 − u)

The emission rates follow from equilibrium, where each capture process balances its own emission. With the Fermi level F measured from midgap, and midgap taken as the intrinsic level,

n = n_i exp(F/kT), p = n_i exp(−F/kT), (1 − u)/u = exp[(E − F)/kT]

The last relation neglects any spin degeneracy of the trap. Balance for electrons and for holes then gives

e_n = c n (1 − u)/u = c n_i exp(E/kT)

e_p = c p u/(1 − u) = c n_i exp(−E/kT)

so that e_n e_p = (c n_i)² for every trap energy.

Now idealize the cycle as four intervals. Above threshold, electron capture is taken as complete; below flat band, hole capture is. Between the two voltages only emission acts. The gate crosses this range in

t_e = 200 ns × 1.074 V / 3 V = 71.6 ns

on each edge. The assumption of complete capture is safe on the plateaus. In inversion, for traps up to about 0.4 eV from midgap, capture outweighs emission and the equation reduces to

du/dt = c n (1 − u), so 1 − u = (1 − u₀) exp(−c n t)

with c n = 5.2 × 10¹¹ s⁻¹. Over 300 ns the exponent is about 1.6 × 10⁵. A full trap cannot capture again, so a longer plateau adds nothing. Accumulation works the same way with holes.

Follow the holes through one cycle.

1. Falling edge. The trap starts full, u = 1. Electrons escape to the conduction band, and the probability that the electron is still there at the end is s_n = exp(−e_n t_e).
2. Accumulation. Each remaining electron recombines with one hole. Holes captured: s_n.
3. Rising edge. The trap starts empty, which is the same as holding a hole. The hole survives with probability s_p = exp(−e_p t_e). Holes returned to the valence band: 1 − s_p.
4. Inversion. The trap fills with an electron, and the cycle closes.

The net number of holes taken from the body per trap and cycle is therefore

y = s_n − (1 − s_p) = exp(−e_n t_e) + exp(−e_p t_e) − 1

One process was left out: hole emission during the falling edge, and its mirror image on the rising edge. On the falling edge the empty fraction grows no faster than e_n, so 1 − u ≤ e_n t. The neglected hole emission is then at most

∫₀^{t_e} e_p e_n t dt = (c n_i t_e)²/2

With c n_i = 100 s⁻¹, c n_i t_e = 7.16 × 10⁻⁶, and this bound is 3 × 10⁻¹¹ at any trap energy. The rising edge gives the same bound.

For a trap at midgap both emission rates equal c n_i, and

y = 2 exp(−7.16 × 10⁻⁶) − 1 ≈ 1 − 1.4 × 10⁻⁵

This is the missing factor C. To the digits of interest it is one:

I = q f A N = 1.602 nA, or 1.6 nA

The current flows into the device at the body lead, which replaces the captured holes, and out at source and drain.

**Which traps count**

Away from midgap one emission rate rises exponentially. A trap high in the gap returns its electron to the conduction band before holes arrive; one low in the gap returns its hole to the valence band. In either case y falls to zero. The upper limit may be placed where half the electrons survive:

exp(−e_n t_e) = 1/2

e_n t_e = c n_i t_e exp(E_up/kT) = ln 2

E_up = kT ln[ln 2/(c n_i t_e)] = 0.02585 eV × ln(9.68 × 10⁴) = 0.297 eV

By symmetry the lower limit is −0.297 eV, and the width between half-points is 0.594 eV.

For an even distribution with D traps per cm² and eV, the current contains D ∫ y dE, so the effective width is W = ∫ y dE. In the upper half of the gap s_p is practically one and y = s_n. Put a = c n_i t_e and z = a exp(E/kT), so that dE = kT dz/z. The integrand is negligible long before the band edge, and the upper limit may be moved to infinity:

W/2 = kT ∫ₐ^∞ exp(−z) dz/z

Integration by parts gives

∫ₐ^∞ exp(−z) dz/z = −exp(−a) ln a + ∫ₐ^∞ exp(−z) ln z dz

For small a the first term tends to −ln a. The second tends to −γ, where γ = 0.577 is Euler's constant, defined by this integral from zero with the sign reversed. Hence

W = 2kT [ln(1/(c n_i t_e)) − γ] = 0.0517 eV × (11.85 − 0.58) = 0.583 eV

This answers (c). N counts the traps that complete the cycle, N = D W, and 10¹⁰ cm⁻² then corresponds to D ≈ 1.7 × 10¹⁰ cm⁻² eV⁻¹. If 10¹⁰ cm⁻² is the total over the 1.12 eV gap, the active part is smaller by W/(1.12 eV), and

I = 1.602 nA × 0.583/1.12 = 0.83 nA

**Comparison**

The scaling estimate and the solution agree because each active trap is filled and emptied once per cycle. What scaling cannot show is that the number of active traps itself depends on the pulse.

The four-interval cycle can be compared with a numerical solution of the full rate equation, in which n and p follow the gate voltage continuously. At midgap that solution gives y = 0.999987, a loss of 1.3 × 10⁻⁵ against the 1.4 × 10⁻⁵ found above. For the even distribution it gives W = 0.589 eV, about 1 % more than the formula, and 0.84 nA for the case in (c).

The small excess in W has a traceable cause. An emission counts only if no recapture follows. At threshold an emptied trap captures electrons at the rate c × 10¹⁷ cm⁻³ = 10⁹ s⁻¹, that is, within about 1 ns. The gate needs 1.7 ns to fall by kT/q = 0.02585 V, and n takes at least that long to drop by a factor e. Most electrons emitted at threshold are therefore recaptured, and lasting emission begins a little later. In the same way, holes take over somewhat before flat band. The true emission time is shorter than t_e, and the half-points move out, from 0.297 to 0.300 eV.

The formula I = q f A N fails when the pulse stays well short of inversion or of accumulation. Threshold and flat band are not sharp limits for this, because a long plateau lets traps capture carriers at lower densities too. With the upper level lowered to 0.5 V and the lower one kept at −1 V, a midgap trap passes 2 × 10⁻⁶ charges per cycle. With levels of 0.5 V and 2 V it passes 4 × 10⁻⁴.

Frequency needs similar care. With the edge times held at 200 ns, the numerical current at 1 MHz is 10.00 times that at 0.1 MHz. If the edges are shortened in proportion to the period, t_e falls tenfold per decade of frequency. The formula then widens W by 2kT ln 10 = 0.12 eV, and the current grows faster than f.

The two edges act separately. Shortening the fall time alone to 20 ns should raise the upper limit by kT ln 10 = 0.060 eV. The full kinetics gives a gain of 0.055 eV in the upper half of the gap and practically none in the lower half. The gain is below the formula because the faster sweep leaves less time for recapture near threshold and for hole capture near flat band. Emission therefore acts over a wider range of gate voltage, and its duration shrinks by less than a factor of ten.

**The model beside a real device**

The parameters lie in the rough regime of a silicon transistor with a good thermal oxide of 5 nm. A channel of 10 µm is long by the standards of modern circuits, and that length matters here. When the surface leaves inversion, the channel electrons must return to source and drain before holes arrive, or they recombine and add to the current. With a mobility of 400 cm²/Vs the diffusion coefficient is 0.02585 V × 400 cm²/Vs = 10.3 cm²/s, and the slowest diffusion mode between two absorbing ends decays in

L²/(π² × 10.3 cm²/s) = 9.8 ns

The 200 ns edge allows 71.6 ns, or 7.3 decay times. A drift-diffusion estimate leaves electrons amounting to 0.4 % of the active traps. A 50 ns fall allows only 1.8 decay times, and the leftover rises to about 180 % of the active traps. If all of them recombined, they would add some 2.9 nA, more than the signal. The estimate assumes constant mobility and uses the oxide capacitance alone, so it gives a size, not a correction to subtract. It also means that the 20 ns comparison above describes the traps, not the total current of this long device. Even with the 200 ns fall the slow return of the electrons is felt. While they remain in the channel they refill emptied traps, so lasting emission starts later than in the kinetics above, where n follows the gate at once. A drift-diffusion estimate of this delay on the falling edge raises the upper half-point from 0.300 to about 0.317 eV and adds about 3 % to W.

Temperature matters as well. At 400 K, with D, the gap and the pulse unchanged and c raised in proportion to the thermal speed, as √T, faster emission narrows the window to 0.39 eV and lowers the current by 34 %; with c held at its 300 K value the drop is 32 %. In real silicon the gap shrinks on heating, so n_i rises faster and the drop is larger, roughly 40 %. Real traps also lack a single capture coefficient; in the full kinetics a value ten times larger narrows W by 0.11 eV, about 19 %. Real trap densities vary with energy as well. If leftover channel electrons and gate leakage are negligible, a measured current gives N = I/(q f A), but only an average of D over the window.

Other effects are small for these numbers. The oxide field peaks at 2.0 MV/cm, against a rough breakdown field of 10 MV/cm, and a barrier-transmission estimate with an assumed tunnelling mass of 0.4 electron masses puts gate tunnelling near 10⁻¹² nA. That value is very sensitive to the mass, but it is so small that an error of several powers of ten would not matter. The plateau densities are high enough for carrier degeneracy, which the electrostatics ignores. Limiting both densities to 10¹⁸ cm⁻³ in the trap kinetics nevertheless leaves the current unchanged to far better than 1 %, since capture remains complete. Finally, if traps occur independently, 10⁴ of them fluctuate by √10⁴ = 100 between nominally equal devices, a spread of 1 %. The numerical output below lists most of the values used.

Values computed for the example and the checks

```
Active trap density: 1.0e+10 cm^-2
Gate side: 10.0 um; area: 1.000e-06 cm^2
Pulse frequency: 1.0 MHz
Elementary charge: 1.602177e-19 C
Active traps under gate: 10000
Charge per cycle: 1.6022 fC
Current from product: 1.6022 nA = 1.6022e-09 A
Current from midgap trap kinetics: 1.6022 nA
Midgap pumped charge per trap: 0.999987 q
Same, pulse -1 to 0.5 V (no inversion): 2.32e-06 q
Same, pulse 0.5 to 2 V (no accumulation): 4.09e-04 q
Current ratio, 1 MHz to 0.1 MHz: 10.0000
Oxide thickness: 5.0 nm
Body doping: 1.0e+17 cm^-3; band gap: 1.12 eV
Intrinsic density at 300 K: 1.0e+10 cm^-3
Capture coefficient at 300 K: 1.0e-08 cm^3/s
Thermal energy at 300 K: 0.02585 eV
Pulse levels from flat band: -1.0 V, 2.0 V
Rise and fall times: 200 ns each
Plateau times: 300 ns each
Threshold from flat band: 1.0742 V
Emission time per edge: 71.61 ns
Window limits, formula: -0.2968 eV, 0.2968 eV
Window limits, kinetics: -0.2998 eV, 0.2998 eV
Window width, formula: 0.5936 eV
Window width, kinetics: 0.5888 eV
Mean D for active density: 1.685e+10 cm^-2 eV^-1
Current if N spans whole gap: 0.842 nA
Upper shift, 20 ns fall, formula: 0.0595 eV
Upper shift, 20 ns fall, kinetics: 0.0550 eV
Lower shift, 20 ns fall, kinetics: 1.46e-07 eV
Window at 400 K, formula: 0.3884 eV
Window at 400 K, kinetics: 0.3900 eV
Current change at 400 K, fixed D: -33.8 %
Electron density at high level: 5.24e+19 cm^-3
Hole density at low level: 4.04e+19 cm^-3
Current change, densities capped at 1e18 cm^-3: -1.19e-10 %
Channel mobility: 400 cm^2/Vs
Channel escape time: 9.80 ns
Leftover electrons / active traps, 200 ns fall: 0.401 %
Leftover electrons / active traps, 50 ns fall: 181.0 %
Oxide field at high level: 2.01 MV/cm
Oxide field at low level: 1.69 MV/cm
Tunnel barrier: 3.1 eV; mass: 0.4 m_e
Tunnelling attempt rate: 1e+14 s^-1
Gate tunnelling estimate: 1.2e-12 nA
Random trap-number spread: 1.0 %
```
